# Brooks's theorem: electron levels and phonon energies shift each other equally, part 1

(Sections cited here and not found follow in the second part.)

## One total energy, two calculations

A ring of sixteen atoms with an electronic gap of 1.1 eV has a vibration whose quantum is 0.06199 eV. Adding one quantum of this vibration lowers the bottom of the conduction band by $1.177\times10^{-3}$ eV, to leading order in the displacements. Adding one electron at the bottom of the conduction band lowers the energy of the quantum by $1.177\times10^{-3}$ eV, to first order in the added charge. The first number comes from averaging an electronic level over moving atoms. The second comes from the stiffness of the lattice after its charge has been changed. Nothing in the two procedures makes their agreement evident.

The agreement follows from counting energy in two orders. Let the stationary states of electrons and lattice together be labelled by the number $f$ of electrons in one chosen spin orbital, 0 or 1, and by the number $n$ of quanta in one chosen vibration. All other occupations are held fixed. Let $E(f,n)$ be the total energy. The electronic level is the energy needed to add the electron while $n$ keeps its value,

$$\varepsilon(n)=E(1,n)-E(0,n),$$

and the phonon energy is the energy needed to add a quantum while $f$ keeps its value,

$$\omega(f)=E(f,n+1)-E(f,n).$$

Atomic units are used in the algebra, so $\hbar=1$ and a frequency is also an energy. Now form the combination

$$E(1,n+1)-E(1,n)-E(0,n+1)+E(0,n).$$

Grouping the first term with the third, and the second with the fourth, gives $\varepsilon(n+1)-\varepsilon(n)$. Grouping the first with the second, and the third with the fourth, gives $\omega(1)-\omega(0)$. Hence

$$\varepsilon(n+1)-\varepsilon(n)=\omega(1)-\omega(0).$$

If $E$ can be continued smoothly to fractional mean occupations, the same statement for small changes is the equality of mixed derivatives,

$$\frac{\partial\varepsilon_k}{\partial n_q}=\frac{\partial^2E}{\partial n_q\,\partial f_k}=\frac{\partial\omega_q}{\partial f_k},$$

where $k$ names the orbital and $q$ the vibration. This is Brooks's theorem. It does not require independent electrons or harmonic vibrations. It does require that each of the four states can be identified by its labels. Where a level crossing or a resonance mixes states with different labels, $E(f,n)$ has no unique meaning and the theorem has nothing to act on. The mechanical constraint must also be the same on both sides, for instance a fixed length.

The identity is short because the definitions carry it. Its use lies in linking two calculations that look different. To see them, suppose that the electrons follow the atoms adiabatically. Let $Q_q$ be normal coordinates that include the square root of the atomic mass, and let the lattice without the added electron have the potential energy $U_0=\frac12\sum_q\omega_q^2Q_q^2$. The added electron contributes its level at the given atomic positions,

$$U=U_0+f\,\varepsilon(Q),\qquad \varepsilon(Q)=\varepsilon_0+\frac12\sum_{qq'}\varepsilon_{qq'}Q_qQ_{q'}.$$

Terms linear in $Q$ are absent here; they vanish by symmetry in the ring and are restored in the second half.

For the level, let $|n\rangle$ be a normalized vibrational state of the Hamiltonian $\frac12\sum_qP_q^2+U$. Differentiating its energy with respect to $f$ gives $\langle n|\varepsilon(Q)|n\rangle$, because the change of the state contributes the energy times the derivative of $\langle n|n\rangle=1$, which is zero. In a harmonic oscillator half of the energy is potential on average, so $\frac12\omega_q^2\langle Q_q^2\rangle=\frac12(n_q+\frac12)\omega_q$, and

$$\langle Q_q^2\rangle=\frac{n_q+\frac12}{\omega_q}.$$

Products of two different coordinates average to zero, since each coordinate has zero mean. The level is therefore

$$\varepsilon=\varepsilon_0+\sum_q\frac{\varepsilon_{qq}}{2\omega_q}\left(n_q+\frac12\right),\qquad \frac{\partial\varepsilon}{\partial n_q}=\frac{\varepsilon_{qq}}{2\omega_q}.$$

For the phonon, the squared frequencies are the eigenvalues of the matrix of second derivatives of $U$. For a nondegenerate mode the elements with $q\neq q'$ act first at order $f^2$, so to first order the squared frequency is $\omega_q^2+f\varepsilon_{qq}$. Differentiating the square gives $2\omega_q\,\partial\omega_q/\partial f=\varepsilon_{qq}$, hence

$$\frac{\partial\omega_q}{\partial f}=\frac{\varepsilon_{qq}}{2\omega_q}.$$

One curvature does both jobs. If displacement lowers the level, vibration lowers it on average, and the electron in that level rewards displacement and so weakens the restoring force.

The curvature itself can be found from the electron's Hamiltonian. Along one mode write $H(Q)=H_0+QH_q+\frac12Q^2H_{qq}$. Second-order perturbation theory for the state $k$, with $\langle k|H_q|k\rangle=0$, gives

$$\varepsilon_k(Q)=\varepsilon_k+Q^2\left[\frac12\langle k|H_{qq}|k\rangle+\sum_{m\neq k}\frac{|\langle m|H_q|k\rangle|^2}{\varepsilon_k-\varepsilon_m}\right].$$

The bracket must equal $\frac12\varepsilon_{qq}$, so

$$\varepsilon_{qq}=\langle k|H_{qq}|k\rangle+2\sum_{m\neq k}\frac{|\langle m|H_q|k\rangle|^2}{\varepsilon_k-\varepsilon_m}.$$

The first part is the Debye–Waller term and the second is the Fan term. States above $k$ push the level down, and states below push it up.

The ring makes this concrete. Its electrons do not interact. Each atom has one orbital, and the site energies alternate between $+h$ and $-h$, where

$$h=\Delta+\gamma(x_l+x_r)-\frac{\kappa}{2}(x_l^2+x_r^2).$$

Here $x_l$ and $x_r$ are the extensions of the bonds to the left and right of the atom. The hopping across a bond of extension $x$ is $-t\,e^{-x/\lambda}$, and each bond also has the elastic energy $\frac12Kx^2$. The chosen values are $\Delta=0.55$ eV, $\gamma=1$ eV/Å, $\kappa=4$ eV/Å$^2$, $t=1.5$ eV, $\lambda=2$ Å, $K=5$ eV/Å$^2$ and an atomic mass $M$ of 28 u. The length of the ring is fixed.

With the atoms at rest, consider a state that lives on the upper sites with alternating sign. At each lower site the two hopping contributions cancel, so this is an eigenstate, with energy $+\Delta$. Its counterpart on the lower sites has energy $-\Delta$. For a phase $\theta$ between neighbouring two-atom cells, the hopping element is $-t(1+e^{-i\theta})$ up to a phase. Its squared modulus is $4t^2\cos^2(\theta/2)$, and the levels are

$$\pm\sqrt{\Delta^2+4t^2\cos^2(\theta/2)}.$$

The two states just described, with $\theta=\pi$, are thus the band edges, and the gap is $2\Delta=1.1$ eV. The eight lower levels are doubly filled in the neutral ring.

The band edges exert no linear force. A conduction-edge electron is spread evenly over the upper sites, so the terms in $\gamma$ add up to the sum of all bond extensions, which is zero at fixed length. First-order changes of hopping have no expectation value in a state confined to one kind of site. The same argument holds for the valence edge.

In the optical mode the two kinds of atom move against each other, and the bonds are extended alternately by $x$ and $-x$. The linear site terms cancel, and the site energies become $\pm(\Delta-\kappa x^2)$. The hoppings have magnitudes $t_1=te^{-x/\lambda}$ and $t_2=te^{x/\lambda}$. Their product is $t^2$, and $t_1^2+t_2^2=2t^2\cosh(2x/\lambda)\approx2t^2+4t^2x^2/\lambda^2$. With $E_\theta$ for the level at rest, the upper band to order $x^2$ obeys

$$\varepsilon^2=(\Delta-\kappa x^2)^2+t_1^2+t_2^2+2t_1t_2\cos\theta\approx E_\theta^2-2\Delta\kappa x^2+\frac{4t^2x^2}{\lambda^2}.$$

Taking the square root divides the small terms by $2E_\theta$:

$$\varepsilon\approx E_\theta+\frac{x^2}{E_\theta}\left(\frac{2t^2}{\lambda^2}-\Delta\kappa\right).$$

At the edge $E_\theta=\Delta$. The coefficient of $x^2$ is then $2(0.75)^2/0.55-4=2.045-4=-1.955$ eV/Å$^2$. The $-4$ is the Debye–Waller part. The positive part is the Fan term: at the same $\theta$ the valence state lies below and pushes the edge up.

Let $s$ be the displacement along the normalized pattern, so that each atom moves by $s/\sqrt{16}=s/4$ and $x^2=s^2/4$. The curvature with respect to $s$ is $2(-1.955)/4=-0.977$ eV/Å$^2$. Since $Q=\sqrt M\,s$, the shift is this curvature times $\hbar^2/M=1.4929\times10^{-4}$ eV Å$^2$, divided by twice the phonon energy:

$$\frac{1.4929\times10^{-4}\times(-0.977)}{2\times0.06199}\ \text{eV}=-1.177\times10^{-3}\ \text{eV}.$$

The Debye–Waller and Fan parts are $-2.408\times10^{-3}$ and $+1.232\times10^{-3}$ eV. Leaving out either would spoil the equality with the phonon shift.

From the other side, the neutral ring's stiffness in this mode is $(0.06199)^2/(1.4929\times10^{-4})=25.74$ eV/Å$^2$. The springs alone give 20, because sixteen bonds store $16\times\frac12\times5\times s^2/4=10s^2$ eV when $s$ is in Å; the electrons supply the rest. One more electron changes the stiffness by $-0.977$, a relative change of $-0.0380$. To first order the phonon energy changes by half of that fraction, again $-1.177\times10^{-3}$ eV.

These two numbers were also computed without the formula. Averaging the diagonalized level over the one-quantum and zero-quantum wave functions and subtracting gives $-1.1645\times10^{-3}$ eV. Differentiating the total energy twice with respect to the atomic positions, with the edge occupation changed by $\pm0.001$, gives $-1.1768\times10^{-3}$ eV. For all fifteen vibrations and both band edges, this second calculation was tested against the Fan and Debye–Waller formula to within $10^{-4}$ of the largest shift. The wave-function averages differ from it by at most 0.7 percent of the largest shift; they contain higher powers of the displacement.

Degenerate vibrations need care. Two vibrations of the neutral ring, one moving the upper sites alone and the other the lower sites alone, share the energy 0.04386 eV. A conduction electron shifts them by $-1.702\times10^{-3}$ and $-1.059\times10^{-3}$ eV. If equal mixtures of the two were used as modes, each diagonal curvature would give the mean, $-1.381\times10^{-3}$ eV, which is the shift of neither phonon. The elements $\varepsilon_{qq'}$ within the degenerate group then act at first order in $f$ and must be diagonalized first. The sum of the shifts does not depend on this choice.

## Relaxation, filled states and temperature

In this half $E(f,n)$ is again the total energy with electron occupations $f_k$ and phonon occupations $n_q$, and $Q_q$ are mass-weighted normal coordinates with frequencies $\omega_q$. The first half showed that $\partial\varepsilon_k/\partial n_q=\partial\omega_q/\partial f_k$. For adiabatic electrons without linear forces, both sides equal $\varepsilon_{qq}/(2\omega_q)$, where $\varepsilon_{qq}$ is the curvature of the level along $Q_q$, the sum of a Debye–Waller and a Fan part. The example is a ring of sixteen atoms at fixed length, with half gap $\Delta=0.55$ eV and linear site coupling $\gamma=1$ eV/Å. Its optical phonon of 0.06199 eV shifts by $-1.177\times10^{-3}$ eV per conduction-edge electron.

In a less symmetric system an added electron pulls on the atoms. The level then has linear terms $\sum_p\varepsilon_pQ_p$, and these matter when the lattice is anharmonic. Let the potential without the electron be

$$U_0=\frac12\sum_p\omega_p^2Q_p^2+\frac16\sum_{pqr}\Phi_{pqr}Q_pQ_qQ_r,$$

with $\Phi_{pqr}$ unchanged when its indices are permuted. Uniform translations, which have $\omega_p=0$ and feel no force, are left out of the sums.

Take the phonon first. With the electron present, the lattice settles where the total force vanishes. To first order in $f$ this means $\omega_p^2Q_p+f\varepsilon_p=0$, so the minimum moves to $Q_p=-f\varepsilon_p/\omega_p^2$. The second derivative of the potential along $Q_q$, taken at this new minimum, is $\omega_q^2+f\varepsilon_{qq}+\sum_p\Phi_{qqp}Q_p$. Inserting the displacement and dividing the first-order change by $2\omega_q$ gives

$$\frac{\partial\omega_q}{\partial f}=\frac1{2\omega_q}\left[\varepsilon_{qq}-\sum_p\frac{\Phi_{qqp}\,\varepsilon_p}{\omega_p^2}\right].$$

Now take the level. No minimum is moved by an electron here; instead, vibration shifts the mean positions. In a stationary state the mean momentum does not change with time, so the mean force is zero:

$$\omega_p^2\langle Q_p\rangle+\frac12\sum_{qr}\Phi_{pqr}\langle Q_qQ_r\rangle=0.$$

To leading order in the cubic constants, $\langle Q_qQ_r\rangle$ vanishes for $q\neq r$ and equals $(n_q+\frac12)/\omega_q$ for $q=r$. Therefore

$$\langle Q_p\rangle=-\sum_q\frac{\Phi_{qqp}}{2\omega_p^2\omega_q}\left(n_q+\frac12\right).$$

The theorem has been derived and checked on the ring, and for an anharmonic lattice with linear forces we now have the relaxed phonon shift and the mean displacement caused by vibration. It remains to show that this displacement gives the level the same relaxation term, and then to treat electrons that do not respond at once, the temperature dependence of the gap, and the effect of carriers on the phonons.
